\section*{Extrapolating chip cooling readings back through the electrical dead time}

\section{Problem}

A silicon power transistor has been heated by constant power until all temperatures are steady. At $t=0$ the power is switched off and a small sensing current is passed through the chip, whose junction voltage then serves as a thermometer. For some tens of microseconds the voltage is disturbed by the electrical switching and says nothing about temperature. This is the dead time. The first usable readings, given as rises above the fixed reference temperature of the cooler, are
\begin{equation}
\theta_1=58\ \mathrm{K}\ \text{at}\ t_1=100\ \mu\mathrm{s},\qquad
\theta_2=56\ \mathrm{K}\ \text{at}\ t_2=400\ \mu\mathrm{s}.
\end{equation}

The die is a square of side $a=7$ mm and thickness $L=350\ \mu$m. Heat is released uniformly in a thin sheet at its top face and flows straight down. Rough values for silicon near $85\,^\circ$C are conductivity $k=120$ W/(m\,K), density $\rho=2330$ kg/m$^3$ and heat capacity $c=760$ J/(kg\,K).

(a) What was the temperature rise $\theta_0$ at the instant of switch-off?

(b) What heat flux, power and thermal resistance do the readings imply?

(c) Under what conditions can the answers be trusted, and how far do the neglected effects move them?

\section{First estimate by scaling}

In a time $t$ a thermal disturbance spreads through a depth of order $\sqrt{\alpha t}$, where $\alpha=k/(\rho c)=0.678$ cm$^2$/s is the diffusivity. This depth is $82\ \mu$m at the first reading and $165\ \mu$m at the second. Both are below the die thickness, so the cooling has only begun to reach the back face.

Before switch-off, the flux $q$ entering at the top balanced the flux carried downward. Afterwards the downward flow continues for a while without its supply. The layer of depth $\sqrt{\alpha t}$ has then lost heat $qt$ per unit area, and its heat capacity per unit area is $\rho c\sqrt{\alpha t}$. Its temperature has therefore dropped by about
\begin{equation}
\theta_0-\theta(t)\sim\frac{qt}{\rho c\sqrt{\alpha t}}
=\frac{q\sqrt t}{\rho c\sqrt{\alpha}}
=\frac{q\sqrt t}{b},\qquad b=\sqrt{k\rho c}.
\label{eq:scaling}
\end{equation}
The last step uses $\rho c\sqrt{k/(\rho c)}=\sqrt{k\rho c}$. The quantity $b$ is the effusivity, here $14\,577$ W\,s$^{1/2}$/(m$^2$\,K).

Scaling leaves the numerical factor open, but question (a) does not need it. The second time is four times the first, so the second drop is twice the first. If the first drop is $D$, the second is $2D$, and the difference of the readings is $D=58-56=2$ K. The estimate is
\begin{equation}
\theta_0\approx 58+2=60\ \mathrm{K}.
\end{equation}

For question (b), the drop of 2 K in $\sqrt{10^{-4}\ \mathrm{s}}=10^{-2}\ \mathrm{s}^{1/2}$ corresponds to 200 K/s$^{1/2}$. With the unknown factor set to one, Eq.~\eqref{eq:scaling} gives $q\sim200\times14\,577=2.9\times10^6$ W/m$^2$, or about 290 W/cm$^2$.

\section{Exact solution of the half-space model}

\subsection{Cooling as a negative heating step}

Let $x$ be the depth below the top face. The steady profile $\theta_s(x)$ carries a flux $q$ into the die at $x=0$. After switch-off this flux is zero. Write
\begin{equation}
\theta(x,t)=\theta_s(x)-u(x,t).
\end{equation}
If the material properties do not depend on temperature, the heat equation is linear. Then $u$ obeys it too, starts from zero, and has surface flux $q$, because the flux of $\theta$ must be $q-q=0$. Thus $u$ is the response of the initially cold die to a heating step. Calling its surface value $R(t)=u(0,t)$, we have
\begin{equation}
\theta(0,t)=\theta_0-R(t).
\label{eq:superposition}
\end{equation}
This relation holds for the whole linear package, whatever lies under the die. The package determines $\theta_0$, while early in the cooling the silicon near the surface determines $R$.

\subsection{Response of a half-space}

As long as the disturbance has not felt the back face, the die may be replaced by a half-space $x>0$:
\begin{equation}
\frac{\partial u}{\partial t}=\alpha\frac{\partial^2u}{\partial x^2},\qquad
-k\frac{\partial u}{\partial x}\Big|_{x=0}=q,\qquad u(x,0)=0.
\end{equation}
It is easier to find the flux $f=-k\,\partial u/\partial x$ first. Differentiating the heat equation with respect to $x$ shows that $f$ obeys the same equation, now with the fixed surface value $f(0,t)=q$.

The problem contains no length of its own, so we try $f=qF(\eta)$ with $\eta=x/(2\sqrt{\alpha t})$. The derivatives are
\begin{equation}
\frac{\partial f}{\partial t}=-\frac{q\eta}{2t}F'(\eta),\qquad
\alpha\frac{\partial^2f}{\partial x^2}=\frac{q}{4t}F''(\eta).
\end{equation}
Equating them and multiplying by $4t/q$ gives $F''+2\eta F'=0$. Hence $F'=Ce^{-\eta^2}$. The conditions $F(0)=1$ and $F(\infty)=0$ require $C\int_0^\infty e^{-s^2}ds=-1$, so $C=-2/\sqrt\pi$ and
\begin{equation}
f=q\,\mathrm{erfc}\,\eta,\qquad
\mathrm{erfc}\,\eta=\frac{2}{\sqrt\pi}\int_\eta^\infty e^{-s^2}ds.
\end{equation}

The temperature vanishes far below the surface, so integrating $\partial u/\partial x=-f/k$ from $x$ to infinity gives
\begin{equation}
u=\frac1k\int_x^\infty f\,dx'
=\frac{2q\sqrt{\alpha t}}{k}\int_\eta^\infty\mathrm{erfc}\,s\,ds.
\end{equation}
Integration by parts, with $d(\mathrm{erfc}\,s)/ds=-2e^{-s^2}/\sqrt\pi$, yields
\begin{equation}
\int_\eta^\infty\mathrm{erfc}\,s\,ds
=-\eta\,\mathrm{erfc}\,\eta+\frac{2}{\sqrt\pi}\int_\eta^\infty s\,e^{-s^2}ds
=\frac{e^{-\eta^2}}{\sqrt\pi}-\eta\,\mathrm{erfc}\,\eta .
\end{equation}
Therefore
\begin{equation}
u(x,t)=\frac qk\left[2\sqrt{\frac{\alpha t}{\pi}}\,e^{-x^2/4\alpha t}
-x\,\mathrm{erfc}\frac{x}{2\sqrt{\alpha t}}\right].
\label{eq:field}
\end{equation}
At $x=0$, since $\sqrt\alpha/k=1/\sqrt{k\rho c}=1/b$,
\begin{equation}
R(t)=m\sqrt t,\qquad m=\frac{2q}{b\sqrt\pi}.
\label{eq:law}
\end{equation}

\subsection{Initial rise}

Equations \eqref{eq:superposition} and \eqref{eq:law} applied to the two readings are
\begin{equation}
\theta_1=\theta_0-m\sqrt{t_1},\qquad \theta_2=\theta_0-m\sqrt{t_2}.
\end{equation}
Subtracting the second from the first removes $\theta_0$:
\begin{equation}
m=\frac{\theta_1-\theta_2}{\sqrt{t_2}-\sqrt{t_1}}
=\frac{58-56}{20-10}=0.2\ \mathrm{K}/\mu\mathrm{s}^{1/2}.
\end{equation}
The first equation then gives
\begin{equation}
\theta_0=\theta_1+m\sqrt{t_1}=58+0.2\times10=60\ \mathrm{K}.
\end{equation}
For $t_2=4t_1$ we have $\sqrt{t_2}-\sqrt{t_1}=\sqrt{t_1}$, so in general
\begin{equation}
\theta_0=\theta_1+(\theta_1-\theta_2)=2\theta_1-\theta_2.
\label{eq:rule}
\end{equation}

\subsection{Flux, power and resistance}

In SI units $m=200$ K/s$^{1/2}$. Solving Eq.~\eqref{eq:law} for the flux,
\begin{equation}
q=\frac{\sqrt\pi}{2}\,mb=0.886\times200\times14\,577
=2.58\times10^6\ \mathrm{W/m^2}=258\ \mathrm{W/cm^2}.
\end{equation}
The area is 0.49 cm$^2$, so the power is $P=127$ W. The thermal resistance from junction to reference is $\theta_0/P=60/127=0.47$ K/W.

\section{Comparison of the two}

The scaling estimate and the half-space solution give the same initial rise. The intercept depends on the exponent of the law, which scaling supplies, and the prefactor cancels. The flux does depend on the prefactor. Scaling gave 290 W/cm$^2$ against 258 W/cm$^2$, which is too high by the factor $2/\sqrt\pi=1.13$.

The choice of exponent matters. A straight line in $t$ through the same readings would give $58+(2/300)\times100=58.7$ K, which is 1.3 K below the square-root result. Taking the first reading as the initial value would miss 2 K, or 3.3\% of $\theta_0$, and at given power the thermal resistance would be low by the same fraction.

Two readings fix two unknowns and cannot confirm the law. At 200 $\mu$s the square-root law predicts $60-0.2\sqrt{200}=57.17$ K, whereas the line in $t$ predicts 57.33 K. A third reading there can tell them apart if the uncertainties of all three readings are well below the difference of 0.16 K.

\section{Conditions and corrections}

\subsection{How errors reach the intercept}

Suppose first that each reading has an independent random error of standard deviation $\sigma$. In Eq.~\eqref{eq:rule} the variances add as $4\sigma^2+\sigma^2$, so the intercept has standard deviation $\sqrt5\,\sigma$. For $\sigma=0.1$ K this is 0.22 K.

Now suppose that the true response $R(t)$ departs from the square-root law. Inserting $\theta_i=\theta_0-R(t_i)$ into Eq.~\eqref{eq:rule} shows that the extrapolated value exceeds the true one by
\begin{equation}
\Delta=R(t_2)-2R(t_1),\qquad t_2=4t_1.
\label{eq:shift}
\end{equation}
For $R=m\sqrt t$ this vanishes.

The clock must also start at the true end of heating. If the power in fact stops 5 $\mu$s after the clock starts, the cooling times are 95 and 395 $\mu$s, and the same two readings give 59.92 K. Ignoring the delay thus makes the result 0.08 K too high.

\subsection{Thickness of the die}

A disturbance that returns from the back face has travelled $2L$. By Eq.~\eqref{eq:field} its size is governed by $e^{-(2L)^2/4\alpha t}=e^{-L^2/\alpha t}$. At 400 $\mu$s this factor is about 0.01 for the 350 $\mu$m die, but 0.7 for a die of 100 $\mu$m.

The consequence was tested with a one-dimensional finite-volume calculation of the die on 80 $\mu$m of solder ($k=50$, $\rho=7400$, $c=230$ in the units above) and 3 mm of copper ($k=390$, $\rho=8900$, $c=390$). A cooler resistance beneath was chosen to make the steady rise 60 K at the flux found above. For the 350 $\mu$m die the calculated readings at 100, 200 and 400 $\mu$s are 58.00, 57.17 and 56.00 K, and extrapolation recovers the known initial rise to 0.002 K.

For the 100 $\mu$m die, with the flux and initial rise held fixed, the readings are 57.961, 57.005 and 55.624 K. Equation~\eqref{eq:rule} then returns a value 0.30 K too high, and the slope, $(57.961-55.624)/10=0.234$ K/$\mu$s$^{1/2}$, would overstate the flux by 17\%. Size and sign depend on the joint. This solder has a lower effusivity than silicon, whereas a thin, well-conducting joint on copper makes the intercept too low instead, by about 0.7 K for 20 $\mu$m of sintered silver ($k=200$, $\rho=8500$, $c=235$). The middle reading gives little warning: a square-root line through the outer two passes within about 0.01 K of it. Apparent straightness against $\sqrt t$ over this interval therefore does not guarantee the intercept. The comparison of $\sqrt{\alpha t_2}$ with $L$ is needed as well.

Silicon also conducts less well when hot. With $k$ falling as the absolute temperature to the power 1.3, the reference at $25\,^\circ$C and $c$ held constant, the same calculation for the thick die has a true initial rise of 59.90 K. Extrapolation recovers it to about 0.001 K.

\subsection{Depth of the heat source}

Equation~\eqref{eq:law} has an infinite cooling rate at $t=0$, because a sheet source has no heat capacity. Let the heat instead be released uniformly down to a depth $d$. At the very start no heat has had time to redistribute near the surface, and the surface cools linearly:
\begin{equation}
R(t)\simeq\frac{qt}{\rho cd},\qquad t\ll\frac{d^2}{\alpha}.
\end{equation}
For $d=10\ \mu$m the time $d^2/\alpha$ is about 1.5 $\mu$s, which lies inside the dead time.

At later times the square-root law returns with an offset. To find it, consider a sheet at depth $z$ below the insulated top face. The face can be replaced by an image sheet at $-z$ in an unbounded solid. Each sheet sends $q/2$ to either side, so each contributes $u(z,t)/2$ at the surface, and together they give $u(z,t)$. For $z\ll\sqrt{\alpha t}$, expanding Eq.~\eqref{eq:field} gives
\begin{equation}
u(z,t)\simeq m\sqrt t-\frac{qz}{k}+\frac{qz^2}{2k\sqrt{\pi\alpha t}}.
\end{equation}
Averaging over $0<z<d$ replaces $z$ by $d/2$ and $z^2$ by $d^2/3$. To leading order $R=m\sqrt t-qd/(2k)$, and Eq.~\eqref{eq:shift} gives
\begin{equation}
\Delta\simeq-\frac{qd}{2k}+2\,\frac{qd}{2k}=\frac{qd}{2k}
=\frac{2.58\times10^6\times10^{-5}}{2\times120}=0.108\ \mathrm{K}.
\end{equation}
Numerical averaging of the full Eq.~\eqref{eq:field} gives 0.104 K. The quadratic term accounts for the difference. The intercept is thus the rise that an equivalent surface sheet would produce, slightly above the true surface value.

\subsection{Sideways spreading}

If the heated square is smaller than the die, some heat escapes sideways. A time $s$ after its release, the fraction of heat that has crossed an edge from a distance $y$ inside it is $\frac12\mathrm{erfc}[y/(2\sqrt{\alpha s})]$. Integrated over $y$, this is a strip of width $\sqrt{\alpha s/\pi}$ lost at each edge. With two edges in each of two directions, the fraction kept is
\begin{equation}
\left(1-\frac2a\sqrt{\frac{\alpha s}{\pi}}\right)^2
\simeq1-\frac4a\sqrt{\frac{\alpha s}{\pi}}.
\end{equation}
If the thermometer senses the mean over the square, this factor multiplies the rate $dR/ds=m/(2\sqrt s)$. Integrating from 0 to $t$,
\begin{equation}
R(t)\simeq m\sqrt t-\frac{2m}{a}\sqrt{\frac{\alpha}{\pi}}\,t,\qquad
\Delta\simeq-\frac{2m}{a}\sqrt{\frac{\alpha}{\pi}}\,(t_2-2t_1).
\end{equation}
For a heated square of side 7 mm in a wider die, $\Delta=-0.05$ K. Numerical integration without the expansion agrees to this accuracy.

\subsection{Material on top of the chip}

A soft gel over the chip takes up a little heat. Gel and silicon share the same surface temperature, and by Eq.~\eqref{eq:law} each needs a flux $\frac{\sqrt\pi}{2}m$ times its own effusivity. The fluxes add to $q$, so
\begin{equation}
m=\frac{2q}{\sqrt\pi\,(b+b_g)}.
\end{equation}
For $k=0.2$, $\rho=970$ and $c=1500$ in the same units, $b_g=539$ W\,s$^{1/2}$/(m$^2$\,K), and the slope is multiplied by $b/(b+b_g)=0.964$. Adding 60 $\mu$m of this gel to the layered calculation gives 0.965 and leaves the extrapolated rise correct to within 0.002 K. The gel spoils the flux rather than the intercept: a flux inferred from silicon alone would be 3.6\% too low.

A thin metal layer acts the other way round. It shares the surface temperature and, with heat capacity $C$ per unit area, takes up the flux $C\,dR/ds\simeq Cm/(2\sqrt s)$ at time $s$. By Eq.~\eqref{eq:law}, a unit of heat per area released at time $s$ raises the surface by $1/(b\sqrt{\pi(t-s)})$ at time $t$. The response is therefore reduced by
\begin{equation}
\frac{Cm}{2b\sqrt\pi}\int_0^t\frac{ds}{\sqrt{s(t-s)}}=\frac{Cm\sqrt\pi}{2b}=\frac{Cq}{b^2},
\end{equation}
since the integral equals $\pi$. This is a constant offset, so the slope is kept and Eq.~\eqref{eq:shift} gives $\Delta\simeq Cq/b^2$. For 5 $\mu$m of aluminium ($\rho=2700$, $c=900$ in the same units) this leading term is 0.15 K. The next term in $R$, $qC^2/(b^3\sqrt{\pi t})$, lowers the shift by about 7\% to 0.14 K and changes the slope by only 0.2\%.

\subsection{The real case}

The die size, the flux of a few hundred W/cm$^2$ and the material values are rough figures for a hard-driven silicon power transistor. For these figures, and with the heat released in the top 10 $\mu$m, the source depth and spreading each move the intercept by about 0.1 K or less, and a few micrometres of metal on top move it by a similar amount. A heated layer several tens of micrometres deep, as can occur in high-voltage devices, would move it by a few tenths of a kelvin. The junction used as thermometer must also lie close to the heated top face. In an insulated-gate bipolar transistor the junction sensed by a small collector current lies at the back of the die, and the surface law does not apply to it. The sensing current, taken as 10 mA at 0.6 V, would add 3 mK if it flowed until all temperatures were steady, and it adds far less within the first 400 $\mu$s. Reading noise of 0.1 K, which gives 0.22 K, outweighs each of these effects singly. Source depth and top metal, however, shift the intercept in the same direction, and 10 $\mu$m of depth with 5 $\mu$m of aluminium add up to a bias of about the same size as the noise. The initial rise is then 60 K with an uncertainty of a few tenths of a kelvin. The flux, power and thermal resistance are less certain. The same noise gives the slope a standard deviation of $\sqrt2\times0.1/10=0.014$ K/$\mu$s$^{1/2}$, or 7\%, and spreading lowers the slope by about 4\%. Errors in the effusivity come on top of this.

The assumption most at risk is the thick die, since power chips are also made about 100 $\mu$m thick. Keeping $L^2/(\alpha t_2)$ at its value for the 350 $\mu$m die requires $t_2=400\times(100/350)^2\approx33\ \mu$s and $t_1\approx8\ \mu$s. This needs a dead time shorter than the tens of microseconds assumed here. It also has a price: the same reading noise then gives the slope an uncertainty of 25\%, and an ignored delay of 5 $\mu$s shifts the intercept by about 0.3 K. Otherwise the response of the layers under the die has to be included in $R(t)$. The numerical output below lists the main results.

\section*{Numbers as computed}
\begin{verbatim}
Reading 1: 58.0 K at 100 us
Reading 2: 56.0 K at 400 us
Slope: 0.2000 K per root us = 200.0 K per root s
Extrapolated initial rise: 60.000 K
Law's prediction at 200 us: 57.172 K
Initial rise from a line in t: 58.667 K
Shortfall of first reading: 3.33 %
Silicon conductivity: 120 W/(m K)
Silicon density: 2330 kg/m3
Silicon heat capacity: 760 J/(kg K)
Silicon diffusivity: 0.678 cm2/s
Silicon effusivity: 14577 W s^0.5/(m2 K)
Die side: 7.0 mm
Die thickness: 350 um
sqrt(alpha t) at reading 1: 82.3 um
sqrt(alpha t) at reading 2: 164.6 um
Heat flux from slope: 258.4 W/cm2
Power: 126.6 W
Thermal resistance: 0.474 K/W
Ambient temperature: 25 C
Model: true initial rise 60.000 K
Model readings at 100, 200, 400 us: 58.000, 57.172, 55.998 K
Model: extrapolation error +0.0016 K
Model: initial rise from a line in t 58.667 K
Varying k: true initial rise 59.895 K
Varying k: extrapolation error -0.0013 K
Thin die thickness: 100 um
Thin die readings at 100, 200, 400 us: 57.961, 57.005, 55.624 K
Thin die: extrapolation error +0.297 K
Gel effusivity: 539 W s^0.5/(m2 K)
Gel: slope factor, formula 0.9643
Gel: slope factor, model 0.9651
Gel: extrapolation error +0.0007 K
Heated depth: 10 um
Heated depth: shift, integral +0.1040 K
Heated depth: shift, formula +0.1077 K
Spreading: shift, integral -0.0524 K
Spreading: shift, formula -0.0531 K
Reading noise: 0.10 K
Intercept noise, formula: 0.224 K
Intercept noise, simulated: 0.223 K
Switch-off delay: 5 us
Initial rise corrected for delay: 59.925 K
Sensing current: 10 mA at 0.6 V
Rise due to sensing current: 2.84 mK
\end{verbatim}
